Step counts of damped orbital dynamics and steepest descent

**Question**

I am minimizing an electronic energy with Car-Parrinello-type dynamics at fixed nuclei. The orbitals have a fictitious mass μ and a friction γ:

μψ̈_i = −Hψ_i + Σ_j ψ_jΛ_ji − μγψ̇_i.

An exercise asks me to show that, at optimal friction, the number of steps grows as the square root of the condition number, whereas steepest descent needs a number proportional to the condition number itself.

For one oscillator I know that critical damping is best. But my orbitals contain many oscillators, and one friction cannot be critical for all of them. The time step is also limited by the stiffest one, so I don't trust the continuous-time solution there. Finally, critical damping gives a double root and an extra factor of the step number n. Could that factor spoil the square root? Which condition number is meant, and how does the proof go?

**Answer**

The statement holds close to a nondegenerate minimum, for the worst-case error, with the friction and the time step both chosen optimally. "Optimal" will mean the smallest asymptotic error factor per step. Steepest descent is understood with its best fixed step, without preconditioning or line searches.

**Which condition number**

Take real, doubly occupied orbitals. Near the ground state, write

ψ_i = φ_i + Σ_a c_ai φ_a,

where i, j label occupied and a, b virtual eigenstates of the ground-state H, with energies ε. To first order, orthonormality allows only an antisymmetric change inside the occupied space. That is a rotation, which leaves the energy unchanged, so I start with none. The dynamics creates none either: the first-order force within the occupied space is symmetric, and the symmetric multipliers Λ cancel it.

Now project the equation of motion on φ_a. To first order,

⟨φ_a|Hψ_i⟩ = ε_a c_ai + ⟨φ_a|δH|φ_i⟩,
⟨φ_a|Σ_j ψ_jΛ_ji⟩ = ε_i c_ai,

because Λ_ji = ε_i δ_ji at the minimum. The term δH is the response of the mean field to the displacement. For a concrete case, let

E = Σ_i ∫(ψ_i′)² dx + (g/2)∫D² dx, D = 2Σ_i ψ_i².

Then ∂E/∂ψ_i = 4Hψ_i with H = −½d²/dx² + gD. The density changes by δD = 4Σ_bj φ_jφ_b c_bj, and δH = gδD. Therefore

μc̈ = −Ac − μγċ,
A_ai,bj = (ε_a − ε_i)δ_ab δ_ij + 4g∫φ_aφ_iφ_bφ_j dx.

The energy gradient with respect to c is 4Ac, so E = E₀ + 2cᵀAc. The matrix of second derivatives is 4A; the factor 4 does not affect the condition number. For another smooth density functional, its symmetric response kernel replaces the contact coupling.

Since A is real and symmetric, orthonormal modes decouple the problem. Each amplitude x obeys

μẍ = −k_m x − μγẋ, k ≤ k_m ≤ K.

I assume k > 0 and define κ = K/k > 1. This is the required condition number. For a fixed potential, k is the gap between the highest occupied and lowest virtual levels. With self-consistency it generally is not.

**Steepest descent**

A descent step subtracts Δ(Hψ_i − Σ_jψ_jΛ_ji) and restores orthonormality. For each mode,

x_{n+1} = (1 − Δk_m)x_n.

The worst factor belongs to an edge of the spectrum. As Δ increases from zero, 1 − Δk falls, while ΔK − 1 rises. The larger of the two is smallest where they are equal:

1 − Δk = ΔK − 1, so Δ = 2/(K + k),
q = (K − k)/(K + k) = (κ − 1)/(κ + 1).

To reduce the error by a factor τ < 1 we need qⁿ = τ. For large κ,

ln(1/q) = ln[(1 + 1/κ)/(1 − 1/κ)] ≈ 2/κ,
N_SD ≈ (κ/2) ln(1/τ).

The stiff mode limits the step, and the soft mode then moves by only a fraction of order 1/κ per step.

**Why a square root is plausible**

In continuous time, x ∝ e^(−λt) gives

λ = γ/2 ± √(γ²/4 − ω²), ω² = k_m/μ.

If γ ≤ 2ω, the decay rate is γ/2. If γ > 2ω, the slower rate is

γ/2 − √(γ²/4 − ω²) = ω²/[γ/2 + √(γ²/4 − ω²)] < ω.

The softest mode therefore decays fastest at γ = 2ω_min, with rate ω_min. All stiffer modes are then underdamped and decay at γ/2, the same rate. So one friction does suffice: it need not be critical for every mode.

The Verlet time step must stay below 2/ω_max, as shown below. One e-folding then takes about ω_max/(2ω_min) = √κ/2 steps. Frequencies, not stiffnesses, set the count, and a frequency is the root of a stiffness. Your doubt about this argument is justified, however, since the stiff modes are poorly resolved at such a time step. The proof has to use the discrete recursion.

**The discrete recursion**

With central differences for acceleration and velocity,

μ(x_{n+1} − 2x_n + x_{n−1})/dt² = −k_m x_n − μγ(x_{n+1} − x_{n−1})/(2dt).

Multiply by dt²/μ and define h = γdt/2 and d = dt²/μ:

(1 + h)x_{n+1} = (2 − dk_m)x_n − (1 − h)x_{n−1}.

Divide by 1 + h and set

β = (1 − h)/(1 + h), α = d/(1 + h).

Because 2/(1 + h) = 1 + β, the ansatz x_n ∝ zⁿ gives

P(z) = z² − Tz + β = 0, T = 1 + β − αk_m.

At dk_m = 4 one root equals −1 whatever the friction, since (1 + h)P(−1) = 4 − dk_m. For dk_m > 4 we have P(−1) < 0, while P(z) grows without bound as z → −∞, so a real root lies below −1 and the mode grows. Applied to the stiffest mode, dK = 4 is the stability limit dt = 2/ω_max.

**No friction and time step can do better than √κ**

Suppose that for every mode both roots satisfy |z| ≤ r, with 0 < r < 1. Their product is β, so |β| ≤ r². Moreover, P(r) ≥ 0 and P(−r) ≥ 0. For real roots, both factors of P(r) = (r − z₁)(r − z₂) are nonnegative; for a complex pair, P(r) = |r − z₁|². The same reasoning applies at −r.

Apply P(r) ≥ 0 to the softest mode:

r² − (1 + β − αk)r + β ≥ 0,
αk ≥ 1 + β − r − β/r = (1 − r)(1 − β/r).

Apply P(−r) ≥ 0 to the stiffest:

r² + (1 + β − αK)r + β ≥ 0,
αK ≤ 1 + β + r + β/r = (1 + r)(1 + β/r).

Since |β/r| ≤ r < 1, all these factors are positive, and we may divide:

κ ≤ [(1 + r)/(1 − r)] · [(1 + β/r)/(1 − β/r)].

The second bracket increases with β/r, which is at most r. Hence

κ ≤ [(1 + r)/(1 − r)]²,
r ≥ ρ, ρ = (√κ − 1)/(√κ + 1).

The case r = 0 would require αk = αK = 1, which is impossible for κ > 1.

**The bound is reached**

Equality requires β = ρ² and

αk = (1 − ρ)², αK = (1 + ρ)².

These two conditions are compatible, because (1 + ρ)/(1 − ρ) = √κ. At the edges T = ±2ρ. For every mode in between, |T| < 2ρ, so the roots are a complex pair with modulus √β = ρ. The whole spectrum therefore has the same asymptotic factor.

To recover the physical parameters, invert β:

h = (1 − β)/(1 + β) = (1 − ρ²)/(1 + ρ²).

Substitute 1 − ρ² = 4√κ/(√κ + 1)² and 1 + ρ² = 2(κ + 1)/(√κ + 1)²:

h = 2√κ/(κ + 1).

Adding the two edge conditions gives α(K + k) = 2(1 + ρ²). Since 1 + h = 2/(1 + ρ²),

d = α(1 + h) = 4/(K + k).

Therefore

dt = 2√[μ/(K + k)] = (2/ω_max)/√(1 + 1/κ),
γ = 2h/dt = 2ω_min/√(1 + 1/κ).

The optimal friction lies below continuous-time critical damping of the softest mode, and the time step below the stability limit, both by the factor 1/√(1 + 1/κ). For large κ the difference is slight. The mass sets dt and γ but cancels from h and dk_m, so it does not affect the number of steps.

**The double root does not spoil the scaling**

Start at rest. Zero central velocity means x₁ = x₋₁, and the recursion at n = 0 becomes

(1 + h)x₁ = (2 − dk_m)x₀ − (1 − h)x₁,
x₁ = (1 − dk_m/2)x₀.

Write the roots as ρe^(±iθ). Then 2ρ cosθ = T = (2 − dk_m)/(1 + h), and so x₁ = (1 + h)ρ cosθ x₀. The general solution with the correct x₀ is

x_n = ρⁿ[cos nθ + B sin nθ/sinθ]x₀.

At n = 1 this is ρ(cosθ + B)x₀, so B = h cosθ. The identity sin nθ = sin((n−1)θ) cosθ + cos((n−1)θ) sinθ shows by induction that |sin nθ/sinθ| ≤ n. Thus

|x_n| ≤ ρⁿ(1 + nh)|x₀|.

The limits θ → 0 and θ → π reach this bound, so the softest and stiffest modes are the worst cases. The modes are orthonormal, so the same bound holds for the norm of the total orbital error.

The factor n is present, but it is multiplied by the small number h. For large κ, both h and ln(1/ρ) are approximately 2/√κ. With s = 2n/√κ, the condition ρⁿ(1 + nh) = τ becomes

(1 + s)e^(−s) = τ,
N_damped ≈ (√κ/2)s.

Here s depends on τ alone. At fixed τ the count is therefore proportional to √κ, without an additional logarithm of κ. The double root changes the constant from ln(1/τ) to s. This relies on the start x₁ = x₋₁. If one starts instead from x₋₁ = x₀, the stiffest mode has x₁ = (T − β)x₀ = −ρ(2 + ρ)x₀ and |x_n| = ρⁿ[1 + n(1 + ρ)]|x₀|. The factor n is then not multiplied by h, and the count grows as √κ times a term logarithmic in κ. In the M = 48 case below this start takes 122 steps instead of 100.

**What the friction does**

Set h = 1, that is, γdt = 2. The previous step drops out:

x_{n+1} = (1 − dk_m/2)x_n.

With d = 4/(K + k), this is steepest descent with Δ = 2/(K + k), its optimal step. The two methods differ here only in friction; the time step is the same.

Keeping any other positive h fixed as κ grows also loses the square root. For the softest mode put z = 1 − δ. To first order in δ and dk,

(1 + h)(1 − 2δ) − (2 − dk)(1 − δ) + (1 − h) ≈ dk − 2hδ = 0,
δ ≈ dk/(2h) ≈ 2/(hκ).

The step count is again linear in κ. The friction per step must decrease as 1/√κ.

**A worked case**

Put four electrons in a hard-walled box of length 10 bohr, using the energy above with g = 0.5 hartree bohr and μ = 400 atomic units. This is a mean-field model, not a particular material. The basis consists of the first M sine functions. The initial orbital error has norm 10⁻⁵, divided equally between the softest and stiffest modes, and must fall by τ = 10⁻⁴.

For M = 96, k = 0.3956 hartree and K = 454.90 hartree, so

κ = 454.90/0.3956 ≈ 1150, √κ ≈ 33.91,
ρ = 32.91/34.91 ≈ 0.9427,
h = 2(33.91)/1151 ≈ 0.0589,
dt = 2√(400/455.30) ≈ 1.875 atomic units ≈ 0.0453 fs,
γ = 2(0.05893)/1.8746 ≈ 0.0629 inverse atomic units of time.

With ln(1/τ) = 9.210 and s = 11.756, the large-κ estimates are

N_damped ≈ ½(33.91)(11.756) ≈ 199,
N_SD ≈ ½(1150)(9.210) ≈ 5296.

The full nonlinear, constrained calculations took 200 and 5296 steps, a ratio of 26.5. Changing the basis gives:

M = 12: κ = 18.3; 25 damped steps, 85 descent steps.
M = 24: κ = 72.2; 50 and 333.
M = 48: κ = 287.7; 100 and 1325.
M = 96: κ = 1150; 200 and 5296.

Power-law fits to these counts give exponents 0.502 and 0.998 in κ. Across these bases k stays at 0.3956 hartree to the digits shown, while K follows the largest kinetic energy, M²π²/(2L²), where L is the box length. Doubling M thus nearly quadruples κ. In a plane-wave basis the largest kinetic energy is the cutoff. Once it dominates K and k has converged, damped dynamics scales as the root of the cutoff and steepest descent linearly with it.

The soft stiffness also shows why the bare gap can mislead. For M = 96 the gap is 0.6498 − 0.4379 = 0.2119 hartree, but k is 0.3956 hartree. The coupling contributes

4g∫(Σ_ai c_ai φ_aφ_i)² dx ≥ 0

to cᵀAc, so a repulsive interaction in this model cannot lower k below the gap. This stiffening holds for real orbitals. If the orbitals may be complex, as in plane-wave calculations at general k-points, an imaginary displacement leaves the density unchanged to first order. Its softest stiffness is then the bare gap, 0.2119 hartree, and κ for M = 96 becomes about 2147.

Strongly mistuned friction is costly. At M = 48 with dt unchanged, one quarter of the optimal friction takes 310 steps and four times the optimum takes 616, compared with 100. In the first case √β ≈ e^(−h) with h = 0.1175/4 = 0.0294, which gives about 9.21/0.0294 ≈ 313 steps. In the second, γ ≈ 8ω_min, and the slow continuous-time rate of the softest mode is (4 − √15)ω_min = 0.127ω_min. The stiffest mode decays no faster. At d = 4/(K + k) we have 2 − dK = −(2 − dk), so its T, its roots and its first step x₁/x₀ are the negatives of those of the softest mode, and |x_n/x₀| is the same for both. The whole initial error therefore decays at this slow rate. Since ω_min dt ≈ 2/√κ = 0.118, this gives about 9.21/(0.127 × 0.118) ≈ 615 steps.

The numerical check also searches over friction and time step together, and finds the derived optimum. This optimum concerns the asymptotic factor and does not in general minimize the step count at finite τ. For κ = 287.7 and τ = 10⁻⁴, the linear recursion with 0.9 times the optimal friction and the same dt needs 94 steps in the worst case over [k, K], against 100, because slightly lower friction avoids the double root.

**Where the result stops applying**

Far from the minimum, A changes along the path and the modes do not decouple. If k tends to zero, κ diverges and neither method has a uniform convergence rate. A preconditioner changes the matrix whose condition number matters. In practice k and K must also be estimated: K limits the time step, and k determines the friction.

Values computed for the example and the checks

```
box length = 10.0 bohr, coupling = 0.5 hartree bohr
orbital mass = 400 a.u., error reduction = 1e-04
initial orbital error norm = 1e-05
ln(1/reduction) = 9.2103, s = 11.7564
M=12: k_min=0.39557 Ha, k_max=7.2341 Ha, kappa=18.288
M=12: dt=14.4812 a.u., friction=0.061242 1/a.u., 2*omega_min=0.062894 1/a.u.
M=12: friction*dt/2=0.44343, rho=0.620956, q=0.896308
M=12: damped steps=25, formula=25, large-kappa=25.1
M=12: descent steps=85, formula=85, large-kappa=84.2
M=24: k_min=0.39557 Ha, k_max=28.5428 Ha, kappa=72.157
M=24: dt=7.4357 a.u., friction=0.062463 1/a.u., 2*omega_min=0.062894 1/a.u.
M=24: friction*dt/2=0.23223, rho=0.789352, q=0.972661
M=24: damped steps=50, formula=50, large-kappa=49.9
M=24: descent steps=333, formula=333, large-kappa=332.3
M=48: k_min=0.39557 Ha, k_max=113.8113 Ha, kappa=287.717
M=48: dt=3.7429 a.u., friction=0.062785 1/a.u., 2*omega_min=0.062894 1/a.u.
M=48: friction*dt/2=0.11750, rho=0.888655, q=0.993073
M=48: damped steps=100, formula=100, large-kappa=99.7
M=48: descent steps=1325, formula=1325, large-kappa=1325.0
M=96: k_min=0.39557 Ha, k_max=454.9024 Ha, kappa=1150.000
M=96: dt=1.8746 a.u., friction=0.062867 1/a.u., 2*omega_min=0.062894 1/a.u.
M=96: friction*dt/2=0.05893, rho=0.942713, q=0.998262
M=96: damped steps=200, formula=200, large-kappa=199.3
M=96: descent steps=5296, formula=5296, large-kappa=5295.9
exponent of steps in kappa: damped=0.5020, descent=0.9978
M=96: descent/damped step ratio = 26.48
M=96: dt = 0.04534 fs
M=96: levels 1,2,3 = 0.29140, 0.43793, 0.64979 Ha
M=24: softest mode from energy differences = 0.39557 Ha
M=24: stiffest mode from energy differences = 28.54281 Ha
M=24: search gives friction*dt/2=0.23223, factor=0.789352
M=24: best descent step = 0.069112 1/Ha, factor=0.972661
M=24: random start, largest error/bound = 1.0000
M=48: friction x 0.25 gives 310 steps
M=48: friction x 4.00 gives 616 steps
```
